# How far spin-orbit coupling lowers g in an s-like conduction band

**Question.** An oxide semiconductor has a conduction band built from s orbitals and a valence band built from p orbitals. The gap is 3.4 eV, the Kane energy is 20 eV and the valence spin-orbit splitting is 0.04 eV. How far does the g factor of an electron at the conduction edge lie from its free value, how does the difference scale with the three energies, and how far can the number be trusted for a real oxide?

**Answer.**

## The model

An s orbital has no orbital angular momentum, so spin-orbit coupling does not act within the conduction level. It acts through the p states that the crystal momentum mixes into that level. The smallest model with this mechanism has one s-like level $|S\rangle$, one p-like valence triplet $|X\rangle,|Y\rangle,|Z\rangle$, and two spin directions.

The electron has charge $-e$ and free mass $m$. In a magnetic field its kinetic momentum is $\boldsymbol\Pi=\mathbf p+e\mathbf A$, where $\mathbf p$ acts on the slowly varying envelope. In the basis of band-edge states the Hamiltonian is

$$H=H_0+\frac{\Pi^2}{2m}+\frac1m\,\boldsymbol\Pi\cdot\mathbf P+\frac{g_0}{2}\mu_B\,\boldsymbol\sigma\cdot\mathbf B ,\qquad \mu_B=\frac{e\hbar}{2m}.$$

Here $H_0$ holds the band-edge energies with spin-orbit coupling, $g_0=2.0023$, and $\mathbf P$ is the matrix of the momentum between band-edge states. By symmetry its elements between the s level and the triplet are

$$\langle S|P_j|X_i\rangle=i p_0\,\delta_{ij},\qquad \langle X_i|P_j|S\rangle=-i p_0\,\delta_{ij},\qquad E_P=\frac{2p_0^2}{m}.$$

The last relation defines the Kane energy. All other bands are left out for now, as is the small spin-orbit term that depends on the envelope momentum.

Within the triplet, spin-orbit coupling is $(\Delta/3)\Lambda$ with $\Lambda=\mathbf L\cdot\boldsymbol\sigma$ and $L=1$. Since $\boldsymbol\sigma$ is twice the spin,

$$\Lambda=J(J+1)-L(L+1)-\tfrac34=\begin{cases}+1,& J=3/2\\-2,& J=1/2.\end{cases}$$

The quartet and the doublet are thus separated by $3\times\Delta/3=\Delta$, and for $\Delta>0$ the quartet is on top. The gap $E_g$ is measured from the quartet to the s level, so the doublet lies $E_g+\Delta$ below the s level.

## Eliminating the valence band

Let $F$ be the two-component envelope of the s level and $G_i$ that of $X_i$. Near the conduction edge $E_c$, the kinetic and Zeeman energies are small beside the gap and may be dropped in the valence equations. These become

$$(E_c-H_v)_{ij}\,G_j=-\frac{ip_0}{m}\Pi_iF ,$$

with $H_v$ the valence part of $H_0$ and repeated indices summed. With $R=(E_c-H_v)^{-1}$ the solution is $G_i=-(ip_0/m)R_{ij}\Pi_jF$. In the equation for $F$ the triplet appears as $(ip_0/m)\Pi_iG_i$. Since $(i)(-i)=1$, it adds to the conduction Hamiltonian the term

$$\delta H=\frac{p_0^2}{m^2}\,\Pi_iR_{ij}\Pi_j=\frac{E_P}{2m}\,\Pi_iR_{ij}\Pi_j .$$

The operators $(2+\Lambda)/3$ and $(1-\Lambda)/3$ project on the quartet and the doublet, as inserting $\Lambda=1$ and $\Lambda=-2$ shows. Therefore

$$R=\frac{2+\Lambda}{3E_g}+\frac{1-\Lambda}{3(E_g+\Delta)}=u+v\Lambda,$$

$$u=\frac13\left[\frac{2}{E_g}+\frac1{E_g+\Delta}\right],\qquad
v=\frac13\left[\frac1{E_g}-\frac1{E_g+\Delta}\right]=\frac{\Delta}{3E_g(E_g+\Delta)} .$$

In the basis $X,Y,Z$ the angular momentum has elements $\langle X_i|L_k|X_j\rangle=-i\epsilon_{ijk}$, so

$$R_{ij}=u\,\delta_{ij}-iv\,\epsilon_{ijk}\sigma_k .$$

The first part gives $u\Pi^2$. The second contains $\epsilon_{ijk}\Pi_i\Pi_j=(\boldsymbol\Pi\times\boldsymbol\Pi)_k$, which would vanish for commuting components. In a field they do not commute:

$$[\Pi_x,\Pi_y]=e[p_x,A_y]+e[A_x,p_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB_z ,$$

and hence $\boldsymbol\Pi\times\boldsymbol\Pi=-i\hbar e\mathbf B$. With $(-i)(-i)=-1$,

$$\delta H=\frac{E_P}{2m}\left(u\Pi^2-v\hbar e\,\boldsymbol\sigma\cdot\mathbf B\right)
=E_Pu\,\frac{\Pi^2}{2m}-E_Pv\,\mu_B\,\boldsymbol\sigma\cdot\mathbf B .$$

Adding the free terms gives the band-edge mass $m^*$ and g factor $g^*$:

$$\frac{m}{m^*}=1+E_Pu,\qquad \frac{g^*}{2}=\frac{g_0}{2}-E_Pv .$$

The second relation is Roth's formula,

$$\boxed{\,g_0-g^*=\frac{2E_P}{3}\,\frac{\Delta}{E_g(E_g+\Delta)}\,}$$

The physical content lies in $v$. Take a spin-up electron. The p state with $m_L=+1$ belongs wholly to the quartet, and its diagonal element of $R$ is $u+v=1/E_g$. The state with $m_L=-1$ is shared between quartet and doublet, and its element is $u-v$. These two circular admixtures have opposite senses of rotation. Without spin-orbit coupling the two elements of $R$ are equal, and the terms linear in the field that the two admixtures produce through the commutator cancel. The splitting $\Delta$ makes the elements unequal, and the remainder changes $g$.

## The size

For the given energies,

$$\frac{2E_P}{3}=13.33\ \text{eV},\qquad E_g(E_g+\Delta)=3.40\times3.44=11.70\ \text{eV}^2,$$

$$g_0-g^*=\frac{13.33\times0.040}{11.70}=0.046,\qquad g^*=1.957 .$$

The fall is about 0.05, or 2.3 % of the free value. It is small although the bands are strongly coupled. Written as

$$g_0-g^*=\frac23\cdot\frac{E_P}{E_g}\cdot\frac{\Delta}{E_g+\Delta},$$

it contains a large factor, $E_P/E_g\approx5.9$, and a small one, $\Delta/(E_g+\Delta)\approx0.012$. The first factor also governs the mass, which changes greatly: $m/m^*=6.86$. The second enters $g$ because the spin responds to the interband coupling only through the valence splitting.

In a spin-resonance experiment at fixed frequency $\nu$, the resonance field is $B=h\nu/(g\mu_B)$. At 9.5 GHz it is 338.98 mT for the free g factor and 346.88 mT for the model's band-edge value, a shift of 7.9 mT.

The elimination can be tested by not making it. With the field along $z$ and no motion along it, $\Pi_x$ and $\Pi_y$ become combinations of ladder operators, and the full eight-band Hamiltonian becomes a matrix that can be diagonalized. The spin splitting of the lowest conduction Landau level, divided by $\mu_BB$, is then $g^*$. At 0.1 T this gives a fall of 0.04560, equal to Roth's value to the digits shown. The spacing of the two lowest levels gives $m/m^*=6.8593$, against 6.8596 from the formula. With $\Delta=0$ and the quartet and doublet merged, the computed deviation from $g_0$ is below $10^{-9}$, so in this model the valence splitting is the cause of the fall.

## How it scales

**Weak splitting.** For $\Delta\ll E_g$,

$$g_0-g^*\simeq\frac{2E_P\Delta}{3E_g^2}.$$

This gives 0.0461, about 1 % above the full formula. The fall is linear in $E_P$ and in $\Delta$, and goes as the inverse square of the gap when those two are held fixed. Changing the gap to 3.3 or 3.5 eV gives 0.048 or 0.043, a change of about 6 % either way. A gap shift of 0.1 eV at fixed $E_P$ and $\Delta$ would therefore not alter the estimate of 0.05 much. A change of composition can also change $E_P$ and $\Delta$, and the fall follows both nearly in proportion.

**Strong splitting.** For $\Delta\gg E_g$ the doublet is too far away to matter and the fall approaches $2E_P/(3E_g)$. It then no longer depends on $\Delta$. An intermediate case is $E_g=1.0$ eV and $\Delta=0.8$ eV with the same Kane energy. The formula gives a fall of 5.926 and the Landau levels give 5.925. This exceeds $g_0$, so $g^*$ is negative, near $-3.9$. The weak-splitting form would be too large here by the factor $(E_g+\Delta)/E_g=1.8$. The small fall in the oxide model thus reflects its energies, and is not a general property of s-like bands.

**Fixed mass.** The mass is often better known than $E_P$. Within the same model $E_P=(m/m^*-1)/u$, and since

$$\frac vu=\frac{\Delta}{2(E_g+\Delta)+E_g}=\frac{\Delta}{3E_g+2\Delta},$$

the fall $2E_Pv$ becomes

$$g_0-g^*=\frac{2\Delta}{3E_g+2\Delta}\left(\frac{m}{m^*}-1\right).$$

At fixed mass and weak splitting the fall goes as $1/E_g$, not $1/E_g^2$, because a wider gap then requires a larger Kane energy. A statement about gap dependence must therefore say what is held fixed.

**Reversed order.** If the doublet is on top, $\Delta$ is negative. Keep 3.40 eV as the smallest gap, now measured to the doublet. The quartet is then 3.44 eV below the s level, so $E_g=3.44$ eV and $\Delta=-0.04$ eV. The product $E_g(E_g+\Delta)$ is unchanged, and $g$ rises by 0.046 instead of falling. Diagonalization in the field gives the same rise. Within this single-triplet model the direction of the shift thus depends on the order of the valence levels, which the magnitude of the splitting does not reveal.

## Electrons above the edge, and local fields

In a degenerate film the electrons at the Fermi level matter. For a density of $10^{19}$ cm$^{-3}$ in a spherical band, $k_F=(3\pi^2n)^{1/3}=0.667$ nm$^{-1}$. In a field, the orbit with this wave number has level index $N$ given by

$$N+\tfrac12=\frac{k_F^2}{2}\,\frac{\hbar}{eB},$$

which is closest to $N=14$ at 10 T. In the eight-band calculation this level lies 0.112 eV above the edge, and its fall in $g$ is 0.0428, about 6 % less than at the edge. Adding 0.112 eV to both energy denominators in Roth's formula also gives 0.043. That replacement is not a derivation. It leaves out the loss of s weight, which reduces the fall further, and the kinetic energy of the admixed valence states, which increases it. For the present energies these two corrections nearly cancel, so the agreement should not be expected for other parameters. Two limits apply to the 6 %. It belongs to the orbit with no motion along the field; averaged over the Fermi sphere the reduction is about 7 %. It also relies on the valence states carrying the upward free-electron kinetic energy, as they do when all other bands are left out. Real valence bands curve downward, and with that kinetic term reversed in sign the average reduction is about 11 %. All these figures belong to the model's light mass. With $E_P=8.0$ eV, which gives a mass of $0.30\,m$, the same density puts the Fermi level only 0.056 eV above the edge, about twice the thermal energy at room temperature. The reduction averaged over the Fermi sphere is then about 2 % with the upward and 6 % with the reversed valence kinetic term.

In an amorphous network the surroundings of an atom are not cubic, so the three p orbitals have different energies. To first order in spin-orbit coupling, the shift for a field along $z$ involves $L_z$, which connects $X$ with $Y$. If these lie $\epsilon_X$ and $\epsilon_Y$ below the s level, the shift is proportional to $1/(\epsilon_X\epsilon_Y)$. Raising $Z$ changes neither denominator. Raising $X$ by 0.05 eV reduces one of them from about 3.40 to 3.35 eV and should increase the fall by 1.5 %. Diagonalization gives 0.0456 with the field along the axis of the raised orbital and 0.0463 with the field across it, as expected. A local field of this size, although larger than the spin-orbit splitting, is thus unimportant here: the shift depends on the spin-orbit coupling and on the distances to the conduction level, and the local field changes those distances only slightly. The value 0.05 eV is an assumption, and the conclusion holds only while the shift is small beside the gap. With the field across the axis of the shifted orbital, raising it by 0.5 eV increases the fall by about 17 %, and lowering it by 1 eV reduces the fall by about 23 %. A site without inversion symmetry also couples the s level directly to a p orbital, which these estimates leave out. In the same model such a coupling changes the fall by about 0.1 % at 0.05 eV and lowers it by 6 to 10 % at 0.5 eV, depending on the field direction.

## Other p bands

The largest uncertainty comes from bands that the model omits. Suppose there are several p shells. Let shell $a$ have Kane energy $E_a$ and mean energy $\epsilon_a$ below the s level, so that $\epsilon_a$ is negative for a shell above it. Let the spin-orbit coupling within and between shells be $(\Delta_{ab}/3)\Lambda$. To first order in this coupling the resolvent is

$$R_{ab}\simeq\frac{\delta_{ab}}{\epsilon_a}+\frac{\Delta_{ab}}{3\,\epsilon_a\epsilon_b}\,\Lambda .$$

The steps that led from $u$ and $v$ to the mass and the g factor can be repeated, with each pair of shells weighted by the product of its momentum elements:

$$\frac{m}{m^*}\simeq1+\sum_a\frac{E_a}{\epsilon_a},\qquad
g_0-g^*\simeq\frac23\sum_{ab}\sqrt{E_aE_b}\,\frac{\Delta_{ab}}{\epsilon_a\epsilon_b}.$$

The two sums behave differently. An upper shell has $\epsilon_a<0$, so it makes the electron heavier. Its own contribution to $g$ contains $\epsilon_a^2$, so for positive $\Delta_{aa}$ it lowers $g$ further. The valence band and the upper shell oppose each other in the mass, but add in the g shift when their splittings have the same sign.

As an illustration, place an upper shell 5.0 eV above the conduction edge, with a splitting of 0.10 eV. Choose its Kane energy, 17.6 eV, so that the mass becomes $0.30\,m$. All these values are assumptions. The valence shell contributes about 0.046, and the upper shell

$$\frac23\cdot\frac{17.6\times0.10}{5.0^2}=0.047 .$$

The sum agrees with the 0.093 found by diagonalizing the enlarged Hamiltonian. A coupling between the shells of $+0.02$ eV reduces the fall to 0.064, and one of $-0.02$ eV increases it to 0.122. The cross term is large because it appears twice in the sum: $2\cdot\tfrac23\sqrt{20\times17.6}\times0.02/(3.41\times5.0)=0.029$. Its direction follows from the factor $1/(\epsilon_a\epsilon_b)$, which is negative for shells on opposite sides of the s level. The sign of $\Delta_{ab}$ is defined here with the phases of both shells chosen so that their momentum elements have the form $+ip_0$ with $p_0>0$; reversing the phase of one shell reverses the sign of $\Delta_{ab}$.

## Beside a real oxide film

The gap used here is in the rough range of wide-gap oxides such as indium gallium zinc oxide. The mass is not: the model gives $0.146\,m$, while about $0.3\,m$ is a rough typical value for such films. The assumption that fails is that a single valence triplet with $E_P=20$ eV describes the conduction edge. If the mass is corrected by reducing the Kane energy to 8.0 eV, the fall becomes 0.018. If it is corrected by the upper shell above, the fall lies between 0.06 and 0.12 for the couplings tried. These are examples and not bounds. Admixture of filled d states can also reduce or reverse the effective valence splitting, and with it the valence shell's own term in the sum. The mixing also gives the d-like shell a p part, so its own term and the cross terms enter, and a reversed valence order need not reverse the shift. Take a bare p splitting of 0.04 eV, a d spin-orbit constant of 0.12 eV and a d-like level 7.5 eV below the valence shell, all assumed, with the valence Kane energy kept at 20 eV. A d weight of 0.22 then makes the splitting $-0.008$ eV, while $g$ still falls by 0.021. Finally, the derivation concerns extended band states. An electron trapped in a tail state or at a defect has its own local p admixture, and its g factor does not follow from Roth's formula with bulk parameters.

For the stated energies, then, the fall of about 0.05 is a firm result of the eight-band model. For a real film it indicates only the scale of the individual terms, a few hundredths. These terms can cancel: a reversed valence splitting of $-0.04$ eV together with the upper shell above leaves a fall of about 0.001. Both the size and the sign of the net shift therefore rest on the valence splitting and on the contributions of the other bands. The main values behind these figures are collected in the numerical output.

## Numbers as computed

```
gap Eg = 3.40 eV
Kane energy EP = 20.0 eV
valence spin-orbit splitting D = 0.040 eV
free g factor g0 = 2.00232
2 EP / 3 = 13.3333 eV
Eg (Eg + D) = 11.6960 eV^2
fall of g, Roth formula = 0.04560
fall of g, short form 2 EP D/(3 Eg^2) = 0.04614
fall of g, Landau levels at 0.1 T = 0.04560
band-edge g factor = 1.9567
fall of g as share of g0 = 2.28 %
fall of g, Landau levels with D = 0: 3.8e-10 (size)
strong case Eg = 1.0 eV, D = 0.8 eV, same EP:
  fall, Roth = 5.9259
  fall, Landau levels = 5.9246
doublet on top: change of g, Roth = +0.04560
doublet on top: change, Landau = +0.04560
m/m*, formula = 6.8596
m/m*, Landau levels = 6.8593
model mass m*/m = 0.1458
microwave frequency = 9.5 GHz
resonance field, free g = 338.98 mT
resonance field, band g = 346.88 mT
shift of resonance field = 7.90 mT
rough oxide mass m*/m = 0.30
EP that gives this mass alone = 7.96 eV
fall of g with that EP = 0.0182
upper p shell above s edge (assumed) = 5.0 eV
upper-shell splitting (assumed) = 0.10 eV
upper-shell Kane energy from mass = 17.63 eV
fall with upper shell, cross coupling -0.02 eV = 0.1224
fall with upper shell, cross coupling +0.00 eV = 0.0929
fall with upper shell, cross coupling +0.02 eV = 0.0635
electron density = 1e+19 cm^-3
Fermi wave number = 0.667 nm^-1
Landau level used at 10 T: n = 14
its energy above the edge = 0.112 eV
fall of g at that energy = 0.0428
crystal-field shift of one p orbital = 0.05 eV
fall of g, B along its axis = 0.04560
fall of g, B across its axis = 0.04628
fall of g for Eg = 3.3 eV: 0.0484
fall of g for Eg = 3.5 eV: 0.0430
```
